\section*{Momentum and position matrix elements, and oscillator strengths from approximate states}

\section{Exact states: two derivations and their assumptions}

\subsection{What symmetry and dimensions allow}

Position and momentum are both vectors that change sign under inversion, but they behave differently under time reversal: position keeps its sign and momentum changes it. This difference fixes the form of a relation between their matrix elements
\begin{equation}
\mathbf r_{mn}=\langle m|\mathbf r|n\rangle,\qquad
\mathbf p_{mn}=\langle m|\mathbf p|n\rangle,\qquad
\mathbf p=-i\hbar\nabla .
\end{equation}
Consider one spinless particle with the Hamiltonian
\begin{equation}
H=\frac{\mathbf p^2}{2m}+V(\mathbf r),
\label{eq:H}
\end{equation}
where $V$ is real and multiplies the wavefunction point by point. Such a potential is called local. The letter $m$ is the mass when it stands as a factor, and a state label in a subscript or a ket. The states are normalized bound eigenstates, $H|n\rangle=E_n|n\rangle$.

Since $H$ is real, its bound eigenfunctions can be chosen real. Then $\mathbf r_{mn}$ is real and, because $\mathbf r$ is Hermitian, symmetric in $m$ and $n$. The operator $\mathbf p$ contains a factor $i$, so $\mathbf p_{mn}$ is imaginary; being Hermitian as well, it is antisymmetric. If the two are proportional, then
\begin{equation}
\mathbf p_{mn}=iC_{mn}\mathbf r_{mn},\qquad C_{mn}=-C_{nm},\qquad C_{mn}\ \text{real}.
\end{equation}
The factor $C_{mn}$ has the dimension of mass divided by time. Suppose that it depends on nothing but $m$, $\hbar$ and the transition frequency
\begin{equation}
\omega_{mn}=\frac{E_m-E_n}{\hbar}.
\end{equation}
Of these three quantities $\hbar$ alone contains a length, so it cannot appear. What remains is $C_{mn}=\kappa\, m\,\omega_{mn}$ with a pure number $\kappa$, and this expression has the required antisymmetry.

The argument does not show that a proportionality exists, nor does it give $\kappa$. Two derivations will show that $\kappa=1$:
\begin{equation}
\boxed{\;\mathbf p_{mn}=i\,m\,\omega_{mn}\,\mathbf r_{mn}\;}
\label{eq:main}
\end{equation}
Both sides are linear in $|n\rangle$ and antilinear in $|m\rangle$. The relation therefore survives a change from real to complex eigenfunctions within a degenerate level.

\subsection{First derivation: the commutator}

Take the $z$ component; the other two follow in the same way. On a test function $f$,
\begin{equation}
(zp_z-p_zz)f=-i\hbar z\,\partial_z f+i\hbar\,\partial_z(zf)=i\hbar f,
\end{equation}
because the derivative of the product produces $f+z\,\partial_zf$ and the second part cancels. Hence $[z,p_z]=i\hbar$. For the square, insert and subtract $p_zzp_z$:
\begin{equation}
[z,p_z^2]=[z,p_z]\,p_z+p_z\,[z,p_z]=2i\hbar p_z .
\end{equation}
The components $p_x$ and $p_y$ commute with $z$. So does $V(\mathbf r)$, since the order in which two functions multiply $f$ does not matter. Therefore
\begin{equation}
[z,H]=\frac{1}{2m}[z,p_z^2]=\frac{i\hbar}{m}\,p_z .
\label{eq:comm}
\end{equation}

Now place this operator between two eigenstates. In the term $zH$ the Hamiltonian acts to the right and gives $E_n$. In the term $Hz$ it acts to the left and gives $E_m$, because $H$ is Hermitian. Thus
\begin{equation}
\langle m|[z,H]|n\rangle=(E_n-E_m)z_{mn}=-\hbar\omega_{mn}z_{mn}.
\end{equation}
Equating this with the matrix element of \eqref{eq:comm} gives
\begin{equation}
\frac{i\hbar}{m}(p_z)_{mn}=-\hbar\omega_{mn}z_{mn}
\quad\Longrightarrow\quad
(p_z)_{mn}=-\frac{m}{i}\,\omega_{mn}z_{mn}=i\,m\,\omega_{mn}z_{mn},
\end{equation}
where $-1/i=i$ was used. This is \eqref{eq:main}.

The relation is the quantum form of momentum equals mass times velocity. In a superposition of $|m\rangle$ and $|n\rangle$, the cross term in the mean position varies as $\mathbf r_{mn}e^{i\omega_{mn}t}$. Its time derivative brings down $i\omega_{mn}$, and multiplication by the mass gives the cross term in the mean momentum.

\subsection{Second derivation: the transition current}

The second route uses the wave equation at each point and no operator algebra. Write the equation for $\psi_n$ and the complex conjugate of the equation for $\psi_m$:
\begin{align}
-\frac{\hbar^2}{2m}\nabla^2\psi_n+V\psi_n&=E_n\psi_n,\\
-\frac{\hbar^2}{2m}\nabla^2\psi_m^*+V\psi_m^*&=E_m\psi_m^* .
\end{align}
Multiply the first by $\psi_m^*$ and the second by $\psi_n$, then subtract the first from the second. The potential terms are both $V\psi_m^*\psi_n$ and cancel at every point. With
\begin{equation}
\rho_{mn}=\psi_m^*\psi_n,\qquad
\mathbf W=\psi_m^*\nabla\psi_n-\psi_n\nabla\psi_m^*,
\end{equation}
the remaining Laplacians combine into a divergence, since the products of first derivatives in $\nabla\cdot\mathbf W$ cancel:
\begin{equation}
\frac{\hbar^2}{2m}\nabla\cdot\mathbf W=\hbar\omega_{mn}\,\rho_{mn}.
\label{eq:local}
\end{equation}
This is a continuity equation. The transition current is $\mathbf J=\hbar\mathbf W/(2im)$, so \eqref{eq:local} reads $\nabla\cdot\mathbf J=-i\omega_{mn}\rho_{mn}$. The transition density varies as $e^{i\omega_{mn}t}$, and its time derivative $i\omega_{mn}\rho_{mn}$ is balanced by the divergence of the current.

Multiply \eqref{eq:local} by $z$ and integrate over a large volume. Integration by parts gives
\begin{equation}
\int z\,\nabla\cdot\mathbf W\,d^3r=\oint z\,\mathbf W\cdot d\mathbf S-\int W_z\,d^3r .
\end{equation}
A second integration by parts, applied to the second term of $W_z$, gives
\begin{equation}
\int W_z\,d^3r=2\int\psi_m^*\,\partial_z\psi_n\,d^3r-\oint\rho_{mn}\,dS_z .
\end{equation}
For exponentially decaying bound states both surface integrals vanish as the surface recedes. A Coulomb singularity adds nothing: around the nucleus one may cut out a small sphere, on which the wavefunctions and their gradients stay bounded while its area shrinks to zero. Since $\partial_z=(i/\hbar)p_z$, the volume integral equals $(2i/\hbar)(p_z)_{mn}$, and
\begin{equation}
-\frac{\hbar^2}{2m}\,\frac{2i}{\hbar}\,(p_z)_{mn}=\hbar\omega_{mn}z_{mn}
\quad\Longrightarrow\quad
-i\,(p_z)_{mn}=m\,\omega_{mn}z_{mn}.
\end{equation}
Multiplication by $i$ gives \eqref{eq:main} again.

\subsection{Hydrogen as an example}

From here on Hartree atomic units are used, $\hbar=m=e=1$, with a fixed point nucleus and no relativistic terms. For real functions define
\begin{equation}
P=\operatorname{Im}(p_z)_{mn}=-\langle m|\partial_z|n\rangle ,
\end{equation}
so that the relation becomes $P=\omega z$, with $\omega=E_m-E_n$ and $z=z_{mn}$. The lowest $s$ and $p$ states are
\begin{equation}
\psi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad
\psi_{2p}=\frac{r\cos\theta\,e^{-r/2}}{4\sqrt{2\pi}} .
\end{equation}
The angular integral of $\cos^2\theta$ is $4\pi/3$, and $\partial_ze^{-r}=-\cos\theta\,e^{-r}$. With the common prefactor $\frac{1}{4\sqrt2\,\pi}\cdot\frac{4\pi}{3}=\frac{1}{3\sqrt2}$,
\begin{align}
z&=\frac{1}{3\sqrt2}\int_0^\infty r^4e^{-3r/2}dr
=\frac{24}{3\sqrt2}\left(\frac23\right)^5=\frac{128\sqrt2}{243}=0.7449,\\
P&=\frac{1}{3\sqrt2}\int_0^\infty r^3e^{-3r/2}dr
=\frac{6}{3\sqrt2}\left(\frac23\right)^4=\frac{16\sqrt2}{81}=0.2794 .
\end{align}
The gap is $\omega=-\frac18+\frac12=\frac38$, and $\frac38\cdot\frac{128\sqrt2}{243}=\frac{16\sqrt2}{81}$, as required. The two integrals weight the radius differently, with $r^4$ in one and $r^3$ in the other. They agree because the functions and the gap belong to one Hamiltonian.

The degenerate pair $2s$, $2p$ shows the case $\omega=0$. With $\psi_{2s}=(2-r)e^{-r/2}/(4\sqrt{2\pi})$,
\begin{align}
z&=\frac1{24}\int_0^\infty r^4(2-r)e^{-r}dr=\frac{48-120}{24}=-3,\\
P&=-\frac1{24}\int_0^\infty r^3\left(\frac r2-2\right)e^{-r}dr=-\frac{12-12}{24}=0 .
\end{align}
A superposition of these two states with real, nonzero coefficients has a static dipole. Its mean position does not move, so its mean momentum is zero.

\subsection{What each derivation assumes}

Both derivations need a local potential, but they use it at different places. The first needs $[z,V]=0$; the second needs the potential terms to cancel at each point. Add a Hermitian nonlocal operator $V_{\rm nl}$ to $H$ and let $C=\langle m|[z,V_{\rm nl}]|n\rangle$. In the first derivation the commutator gains a term, so that
\begin{equation}
-\hbar\omega_{mn}z_{mn}=\frac{i\hbar}{m}(p_z)_{mn}+C
\;\Longrightarrow\;
(p_z)_{mn}=i\,m\,\omega_{mn}z_{mn}+\frac{im}{\hbar}\,C .
\label{eq:nl}
\end{equation}
In the second, the left side of \eqref{eq:local} gains the source $(V_{\rm nl}\psi_m)^*\psi_n-\psi_m^*V_{\rm nl}\psi_n$. Its integral with weight $z$ is $\langle m|V_{\rm nl}z-zV_{\rm nl}|n\rangle=-C$, and the same correction follows.

A one-dimensional model shows the size such a term can have. Take $V=\frac12x^2+0.2x^3+0.1x^4$ and $V_{\rm nl}=|g\rangle\langle g|$ with $g(x)=e^{-(x-0.5)^2}$. The Hamiltonian was diagonalized on a uniform grid and the derivative taken from a spline through the eigenfunction. For the two lowest states, with signs chosen so that $x_{10}>0$, the local well gives $\omega x=P=0.7485$. With the nonlocal term, $\omega x=0.5609$ but $P=0.8848$. The difference is the commutator term, $C=0.3238$.

Both derivations also need surface terms to vanish. In the first this is hidden in the step where $H$ acts to the left; in the second the terms are visible. A free particle on a ring of length $2\pi$ has $\psi_k=e^{ikx}/\sqrt{2\pi}$, and $x\psi_k$ is not periodic. Moving $H$ to the left then leaves
\begin{equation}
B=-\tfrac12\Big[\psi_m^*(x\psi_n)'-(\psi_m^*)'x\psi_n\Big]_0^{2\pi},
\qquad i\,p_{mn}=-\omega x_{mn}-B .
\end{equation}
For wave numbers $1$ (state $m$) and $2$ (state $n$), $\omega=\frac12-2=-\frac32$ and
\begin{equation}
x_{mn}=\frac1{2\pi}\int_0^{2\pi}xe^{ix}dx=-i,\qquad
B=-\frac12\left[\frac{e^{ix}(1+3ix)}{2\pi}\right]_0^{2\pi}=-\frac{3i}{2}.
\end{equation}
Orthogonality gives $p_{mn}=0$, whereas $i\omega x_{mn}=-\frac32$. The surface term accounts for the whole difference.

The derivations differ in what they deliver. The commutator treats any added operator by the same algebra. The current gives the stronger statement \eqref{eq:local}, which holds at each point and does not depend on the boundary conditions. Both also assume that $|m\rangle$ and $|n\rangle$ are eigenstates of one and the same $H$.

\section{Approximate states: length and velocity forms}

\subsection{Symbols and results carried over}

For a particle in a local potential, exact bound eigenstates satisfy $\mathbf p_{mn}=im\omega_{mn}\mathbf r_{mn}$. In Hartree atomic units and for real functions this is $P=\omega z$, where $z=\langle m|z|n\rangle$, $P=-\langle m|\partial_z|n\rangle$ and $\omega=E_m-E_n$. The commutator $[z,H]=ip_z$ holds whatever states it is placed between. For hydrogen $1s\to2p$ the exact values are $\omega=0.375$, $z=0.7449$ and $P=0.2794$.

The dimensionless oscillator strength measures how strongly a transition absorbs light in the dipole approximation. For a transition from an $s$ state to the three $p$ states of one level, its length form is
\begin{equation}
f_L=\frac{2\omega}{3}\sum_{j=x,y,z}\big|\langle p_j|\mathbf r|s\rangle\big|^2=2\omega z^2 .
\end{equation}
The real function $p_j$ is odd in the coordinate $j$ and even in the other two, so one component of $\mathbf r$ contributes for each $j$, and by rotational symmetry the three contributions are equal. Replacing $|\mathbf r_{mn}|^2$ by $|\mathbf p_{mn}|^2/\omega^2$ gives the velocity form
\begin{equation}
f_V=\frac{2P^2}{\omega}.
\end{equation}
For exact hydrogen states both equal
\begin{equation}
f=2\cdot\frac38\cdot\left(\frac{128\sqrt2}{243}\right)^2=\frac{8192}{19683}=0.4162 .
\end{equation}

\subsection{What replaces the relation}

Let $\varphi_n$ be a normalized approximate state with mean energy $E_n=\langle\varphi_n|H|\varphi_n\rangle$. It fails to satisfy the wave equation by the residual
\begin{equation}
R_n=(H-E_n)\varphi_n .
\end{equation}
In the commutator derivation, $H$ acting to the right now gives $E_n\varphi_n+R_n$, and acting to the left it gives $E_m\varphi_m+R_m$. Since $\langle\varphi_m|[z,H]|\varphi_n\rangle=i(p_z)_{mn}=-P$,
\begin{equation}
-P=(E_n-E_m)z+\langle\varphi_m|z|R_n\rangle-\langle R_m|z|\varphi_n\rangle ,
\end{equation}
and a change of sign gives
\begin{equation}
P=\omega z-\langle\varphi_m|z|R_n\rangle+\langle R_m|z|\varphi_n\rangle .
\label{eq:res}
\end{equation}
In the current derivation the residuals appear as sources at each point,
\begin{equation}
\tfrac12\nabla\cdot\mathbf W=\omega\varphi_m\varphi_n+R_m\varphi_n-\varphi_mR_n .
\end{equation}
Multiplying by $z$ and integrating, with $\int W_z\,d^3r=-2P$, leads back to \eqref{eq:res}. The density and the current of approximate states thus need not obey the continuity equation. The length form uses the density and the velocity form uses the current, so the two can disagree.

\subsection{One Gaussian for each hydrogen state}

Take as trial functions
\begin{equation}
\varphi_s=N_se^{-ar^2},\qquad \varphi_p=N_pz\,e^{-br^2},
\end{equation}
and choose $a$ and $b$ to minimize the two energies separately. This is legitimate for the excited state too: $\varphi_p$ is orthogonal to every $s$ state by symmetry, and $2p$ is the lowest $p$ state.

The integrals needed follow from the Gaussian integral and from
\begin{equation}
K(c)=\int z^2e^{-cr^2}d^3r=\frac{1}{2c}\left(\frac{\pi}{c}\right)^{3/2}.
\end{equation}
For the weight $z^2e^{-cr^2}$ the mean of $r^2$ is $-K'(c)/K(c)=5/(2c)$, because $K\propto c^{-5/2}$. The mean of $1/r$ is
\begin{equation}
\frac{1}{K(c)}\,\frac{4\pi}{3}\int_0^\infty r^3e^{-cr^2}dr
=\frac{1}{K(c)}\,\frac{2\pi}{3c^2}=\frac43\sqrt{\frac c\pi}.
\label{eq:invr}
\end{equation}

Differentiating twice gives the action of the Hamiltonian:
\begin{align}
H\varphi_s&=\left(3a-2a^2r^2-\frac1r\right)\varphi_s,\label{eq:Hs}\\
H\varphi_p&=\left(5b-2b^2r^2-\frac1r\right)\varphi_p.\label{eq:Hp}
\end{align}
In $\varphi_s^2\propto e^{-2ar^2}$ the mean of $r^2$ is $3/(4a)$, so the kinetic energy is $3a-\frac32a=\frac32a$. The mean of $1/r$ is
\begin{equation}
\left(\frac{2a}{\pi}\right)^{3/2}4\pi\int_0^\infty re^{-2ar^2}dr
=\left(\frac{2a}{\pi}\right)^{3/2}\frac{\pi}{a}=2\sqrt{\frac{2a}{\pi}} .
\end{equation}
For $\varphi_p$ set $c=2b$: the kinetic energy is $5b-\frac52b=\frac52b$, and \eqref{eq:invr} supplies the attraction. Thus
\begin{equation}
E_s=\frac{3a}{2}-2\sqrt{\frac{2a}{\pi}},\qquad
E_p=\frac{5b}{2}-\frac43\sqrt{\frac{2b}{\pi}} .
\end{equation}
Each energy has the form $\alpha t-\beta\sqrt t$. Its derivative vanishes at $\sqrt t=\beta/(2\alpha)$, where $\beta\sqrt t=2\alpha t$ and the energy is $-\alpha t$. Hence
\begin{align}
a&=\frac{8}{9\pi}=0.2829,& E_s&=-\frac{4}{3\pi}=-0.4244,\\
b&=\frac{32}{225\pi}=0.0453,& E_p&=-\frac{16}{45\pi}=-0.1132 .
\end{align}
The exact energies are $-0.5$ and $-0.125$ hartree. The approximate gap is
\begin{equation}
\omega=\frac{60-16}{45\pi}=\frac{44}{45\pi}=0.3112\ \text{hartree},
\end{equation}
or $8.47$ eV, compared with $10.20$ eV for the exact gap of this model.

\subsection{The two oscillator strengths}

Normalization requires $N_s^2=(2a/\pi)^{3/2}$ and $N_p^2=1/K(2b)=4b(2b/\pi)^{3/2}$. The position matrix element is $z=N_sN_pK(a+b)$, so
\begin{align}
z^2&=\left(\frac{2a}{\pi}\right)^{3/2}4b\left(\frac{2b}{\pi}\right)^{3/2}
\frac{1}{4(a+b)^2}\left(\frac{\pi}{a+b}\right)^3\nonumber\\
&=\frac{8a^{3/2}b^{5/2}}{(a+b)^5}=0.1378 ,
\label{eq:z2}
\end{align}
and $z=0.3713$ bohr. For the momentum, $\partial_z\varphi_s=-2az\varphi_s$ gives
\begin{equation}
P=2az=0.5659\times0.3713=0.2101 .
\end{equation}
The relation for exact states would require $\omega z=0.3112\times0.3713=0.1156$ instead. The oscillator strengths are
\begin{align}
f_L&=2\times0.3112\times0.1378=0.086,\\
f_V&=\frac{2\times(0.2101)^2}{0.3112}=0.284 .
\end{align}
Their ratio can be found in closed form:
\begin{equation}
\frac{f_V}{f_L}=\frac{P^2}{\omega^2z^2}=\left(\frac{2a}{\omega}\right)^2
=\left(\frac{80/(45\pi)}{44/(45\pi)}\right)^2=\left(\frac{20}{11}\right)^2=3.31 .
\end{equation}
Both values lie below the exact $0.416$. The velocity form is closer here, but this one transition gives no general rule for choosing between the forms.

The error in the gap is not the sole cause. With the exact gap $0.375$ in place of the variational one, and the same wavefunctions, the results are $f_L=0.103$ and $f_V=0.235$, still a factor $2.28$ apart. The forms would agree if the gap were set to $2a=0.566$ hartree. Both would then equal $2(2a)z^2=0.156$, which is far from the exact value.

\subsection{Where the difference comes from}

Equation \eqref{eq:res} divides the difference $P-\omega z$ into a part from each state. The product $\varphi_pz\varphi_s$ is proportional to $z^2e^{-cr^2}$ with $c=a+b$, so the means given above apply. From \eqref{eq:Hs} and \eqref{eq:Hp},
\begin{align}
-\langle\varphi_p|z|R_s\rangle
&=z\left[E_s-3a+\frac{5a^2}{c}+\frac43\sqrt{\frac c\pi}\right]=0.1401,\\
\langle R_p|z|\varphi_s\rangle
&=z\left[5b-E_p-\frac{5b^2}{c}-\frac43\sqrt{\frac c\pi}\right]=-0.0455 .
\end{align}
The part from the $1s$ function is about three times as large as the part from the $2p$ function, and has the opposite sign. In the sum the Coulomb terms cancel, as they must for a local potential. Since $(a^2-b^2)/c=a-b$, the rest is
\begin{equation}
z\left[-\omega-3a+5b+5(a-b)\right]=(2a-\omega)z=0.0945 ,
\end{equation}
which is the difference between $P=2az$ and $\omega z$.

\subsection{Agreement is necessary but not sufficient}

Suppose that the two Gaussians have equal width, $b=a$. Then \eqref{eq:Hs} and \eqref{eq:Hp} show that both are eigenfunctions of the oscillator Hamiltonian $\mathbf p^2/2+2a^2r^2$: replacing $-1/r$ by $2a^2r^2$ leaves the constants $3a$ and $5a$. Their gap is $2a$, and $P=2az$ satisfies the relation. Equation \eqref{eq:z2} gives $z^2=8a^4/(2a)^5=1/(4a)$, so
\begin{equation}
f_L=f_V=2(2a)\frac1{4a}=1 .
\end{equation}
The two forms agree because the functions and the gap belong to one local Hamiltonian. It is the wrong Hamiltonian for hydrogen, where $f=0.416$. Equality of the two forms is therefore a consistency condition and not a measure of accuracy. A disagreement does show that the states or the gap are not exact, provided that the Hamiltonian has the form \eqref{eq:H}, with a local potential, a constant mass and no vector potential, and that the surface terms vanish. With a position-dependent effective mass, as in envelope-function models of heterostructures, $[z,H]$ is no longer proportional to $p_z$, and exact states need not satisfy $P=\omega z$. For $H=\frac12\,p\,m(x)^{-1}p+\frac12x^2$ with $1/m(x)=1+0.5x^2/(1+x^2)$, the two lowest states give $\omega x=0.762$ but $P=0.683$.

\subsection{Better variational functions}

The trial functions can be improved by writing each state as a sum of $N$ Gaussians, with the factor $z$ for the $p$ state. Their exponents form a geometric sequence. For each state, the first exponent and the common ratio were varied numerically to minimize the energy, and the coefficients follow from the lowest root of the corresponding matrix eigenvalue problem. The results are:
\begin{center}
\begin{tabular}{rcccc}
$N$ & $E_s$ (hartree) & $f_L$ & $f_V$ & $f_V/f_L$\\
1 & $-0.42441$ & 0.0858 & 0.2837 & 3.306\\
2 & $-0.48581$ & 0.2484 & 0.4012 & 1.615\\
3 & $-0.49584$ & 0.3245 & 0.4155 & 1.281\\
4 & $-0.49875$ & 0.3677 & 0.4177 & 1.136\\
6 & $-0.49984$ & 0.4023 & 0.4170 & 1.037\\
8 & $-0.49997$ & 0.4120 & 0.4165 & 1.011\\
10 & $-0.499995$ & 0.4149 & 0.4163 & 1.003
\end{tabular}
\end{center}
Both forms approach $0.4162$. The length form stays below it throughout the table. The velocity form passes above it at $N=4$ and then comes down.

An accurate energy does not guarantee an accurate oscillator strength. At $N=4$ the $1s$ energy is in error by $0.25\%$ of its exact value, while $f_L$ is $12\%$ below the exact strength; $f_V$, which has just crossed the exact value, is $0.4\%$ above it. A large error in a matrix element is compatible with a small error in the energy, because the two errors are of different order. Write an approximate state as
\begin{equation}
\varphi_n=\frac{\psi_n+\epsilon\chi}{\sqrt{1+\epsilon^2}},\qquad
\langle\chi|\psi_n\rangle=0,\qquad \langle\chi|\chi\rangle=1 ,
\end{equation}
with real functions and small $\epsilon$. In the mean energy the cross terms vanish, since $\langle\chi|H|\psi_n\rangle=E_n^{(0)}\langle\chi|\psi_n\rangle=0$, where $E_n^{(0)}$ is the exact energy. What remains is
\begin{equation}
\langle\varphi_n|H|\varphi_n\rangle-E_n^{(0)}
=\frac{\epsilon^2}{1+\epsilon^2}\left(\langle\chi|H|\chi\rangle-E_n^{(0)}\right),
\end{equation}
which is of second order. The matrix element $z$ changes by $\epsilon\langle\psi_m|z|\chi\rangle$, which is in general of first order, and the same holds for $P$.

This argument does not explain why the error of the length form is the larger one here. From $N=6$ to $8$ and from $8$ to $10$ the errors of both forms fall by about a factor of three, but the error of $f_L$ stays about 15 to 18 times that of $f_V$. A plausible cause is the tail of the wavefunction. A Gaussian falls off faster at large $r$ than the exact exponential, and in the exact integrals the length form carries the weight $r^4$ where the velocity form, with the derivative acting on the $1s$ function, carries $r^3$. Splitting the integrals by radius supports this in part. At $N=4$ the error of $z$ is $-5.9\%$; it comes from $r>5$ bohr and almost wholly from the $1s$ function. The same holds for the smaller errors at $N=6$ and $8$. For $P$ the split by radius is not unique, because integration by parts moves the derivative from one function to the other and changes the integrand but not the total. The region $r>5$ bohr holds $13\%$ of the exact $z$. Of the exact $P$ it holds $6\%$ when the derivative acts on the $1s$ function, but only $0.1\%$ in the form $P=\langle\partial_z\psi_{2p}|\psi_{1s}\rangle$. In this second form an error of the $1s$ function enters without a derivative, as it does in $z$. The angular average of $\partial_z\psi_{2p}$ is proportional to $(1-r/6)e^{-r/2}$, which changes sign at $r=6$ bohr. It is therefore small, and of both signs, in the range from 5 to 8 bohr that holds most of the error of $z$ at $N=4$. At $N=4$ the error of $P$ from $r>5$ bohr is $+0.04\%$ in this form. With the derivative on the $1s$ function it is $-0.9\%$ and is nearly cancelled by an error of opposite sign from smaller radii. The total, $+0.03\%$, is the same in both. It is this small partly by cancellation between the two states: the error of $P$ is $+0.20\%$ when only the $1s$ function is approximate and $-0.18\%$ when only the $2p$ function is. At $N=6$ the total is larger, about $+0.07\%$. These observations locate the errors for this transition and basis; they do not derive the factor of 15 to 18.

Numerical values quoted here were computed with a short program.
